A straight T^(-1/4) conductivity plot does not prove variable-range hopping

**What dimensions allow**

Suppose that carriers in a disordered film move in extended states, over barriers whose heights have mean φ0 and standard deviation s. Let σ_b be the conductivity without barriers and k the Boltzmann constant. The ratio σ/σ_b is dimensionless, and so are φ0/kT and s/kT. With no other energy in the problem,

ln(σ/σ_b) = F(φ0/kT, s/kT).

Any special temperature of this model must therefore have the form kT* = φ0 G(s/φ0).

Variable-range hopping has different ingredients: a density of localized states N per energy and volume, and a localization length ξ. Their one dimensionless combination with temperature is NkTξ³. The hopping exponent is a function of T/T0, where kT0 is proportional to 1/(Nξ³). Mott's optimization makes that function (T0/T)^(1/4).

Dimensions thus permit the two mechanisms to have different temperature laws. They do not prevent the two curves from nearly coinciding over a finite interval. The following film contains no hopping, yet its conductivity gives an almost straight plot of ln σ against T^(-1/4).

**The counter-example**

The film consists of many independent channels in parallel. Each channel is limited by one barrier of height φ, measured from a fixed Fermi level. Carriers with energy E above φ pass with a constant transport weight σ_b; those below do not pass, so tunnelling is excluded. The heights follow a Gaussian distribution, and φ0, s and σ_b do not depend on temperature.

With the Fermi function f(E) = 1/[1 + exp(E/kT)], one channel contributes

σ(φ) = σ_b ∫_φ^∞ (-∂f/∂E) dE = σ_b [f(φ) - f(∞)] = σ_b f(φ).

Conductances in parallel add, so the film has the average

σ/σ_b = ⟨f(φ)⟩.

If the barriers that matter lie several kT above the Fermi level, f(φ) ≈ exp(-φ/kT). The integrand of the average then has the exponent

-φ/kT - (φ - φ0)²/(2s²).

Define φ_d = φ0 - s²/kT. Since

φ0² - φ_d² = 2φ0s²/kT - s⁴/(kT)²,

completing the square turns the exponent into

-(φ - φ_d)²/(2s²) - φ0/kT + s²/[2(kT)²].

The first term is a Gaussian of unchanged width, and its normalized integral is one. With x = φ0/kT and v = (s/kT)²,

ln(σ/σ_b) = -x + v/2.

The current is carried mainly by barriers near φ_d, which lies below the mean. Low barriers are rare but conduct much better. On cooling this preference sharpens, φ_d falls, and the Arrhenius plot bends. Hopping bends it in the same direction.

Take φ0 = 0.20 eV and s = 0.04 eV, round model values attached to no material. At 150 K, kT = 0.01293 eV, so x = 15.47 and v = 9.58. Hence

ln(σ/σ_b) = -15.47 + 4.79 = -10.68.

The full Fermi average gives -10.74. At 300 K the two values are -6.54 and -6.55. The full average is the smaller because f(φ) is less than exp(-φ/kT) at every φ. The error of the exponential approximation is about 5% of the conductivity at 150 K and 1.4% at 300 K.

Now treat the full Fermi average as data: sixteen noise-free points, equally spaced from 150 to 300 K. A least-squares line against T^(-1/4) has R² = 0.99994. The root-mean-square residual in ln σ is 0.010, or about 1% in conductivity, and the largest is 0.024. Against 1/T, R² is 0.9945 and the root-mean-square residual is 0.095. Judged by these fits, the hopping plot is clearly the straighter one, although nothing hops.

**The false hopping parameters look reasonable**

The slope of the fitted line, read as -T0^(1/4), gives T0 = 7.4 × 10⁷ K. To see what this reading implies, carry out Mott's optimization. A hop of length R costs a tunnelling exponent 2R/ξ. Within a sphere of radius R, the typical spacing of available levels is 3/(4πR³N). The total exponent is therefore

C(R) = 2R/ξ + 3/(4πR³NkT).

Setting dC/dR = 0 gives

2/ξ = 9/(4πR⁴NkT), or R⁴ = 9ξ/(8πNkT).

By the first form, the energy term at the minimum equals (R/3)(2/ξ) = 2R/(3ξ). The total is C = 8R/(3ξ). Setting this equal to (T0/T)^(1/4) and raising it to the fourth power,

T0/T = (4096/81)(R/ξ)⁴ = 512/(9πNkTξ³).

The hop length and hop energy follow:

R/ξ = (3/8)(T0/T)^(1/4),
W = 3/(4πR³N) = (kT/4)(T0/T)^(1/4).

The numerical factor in T0 belongs to this form of the optimization, with its sphere and its definition of ξ.

For a clean comparison use the tangent to the barrier curve at its point of zero curvature, T* = 216.6 K, derived below. Its T0 is 7.79 × 10⁷ K, about 5% above the fitted value. With an assumed ξ = 1 nm, kT0 = 6714 eV, and

N = 512/(9π × 6714 eV × 1 nm³) = 2.7 × 10²⁴ eV⁻¹ m⁻³.

The corresponding hop length is 9.2 nm and the hop energy 0.114 eV. The hop is longer than the localization length, and its energy exceeds kT* = 0.0187 eV, as the hopping picture requires. These checks are passed by data from a film with no localized states in its description. N is a translation of barrier parameters through the wrong formula. It also depends on the assumed length as ξ⁻³, whereas R/ξ does not.

**The correct general statement**

Let w be the logarithmic slope of the conductivity, and q its local exponent:

w = d ln σ/d ln T, q = -d ln w/d ln T.

For a law ln σ = constant - (T0/T)^p, differentiation gives w = p(T0/T)^p, and therefore q = p at every temperature. The general statement is this:

For a smooth conductivity curve with w ≠ 0, the plot of ln σ against T^(-p) has zero curvature at a temperature where q = p. Near that temperature it is straight to second order, whatever the mechanism.

To prove it, write y = ln σ and u = T^(-p). Since ln u = -p ln T,

dy/du = (1/u) dy/d ln u = -w/(pu).

Differentiate once more:

d²y/du² = -(1/p)[(1/u) dw/du - w/u²].

From the definition of q, dw/d ln T = -qw. Hence

dw/du = (1/u) dw/d ln u = -(1/(pu)) dw/d ln T = qw/(pu).

Substitution gives

d²y/du² = [w/(pu²)](1 - q/p).

This vanishes when q = p, which proves the statement. An exactly straight segment would require q = p all along it. A nearly straight one shows less: q may only pass through p, and in a narrow enough window any smooth curve looks straight. The hopping law makes the strong claim that q stays at 1/4 throughout.

**Where the Gaussian film is straight**

Apply the result to ln(σ/σ_b) = -x + v/2. Because x varies as 1/T and v as 1/T²,

dx/d ln T = -x, dv/d ln T = -2v.

Therefore

w = x - v,
dw/d ln T = -x + 2v,
q = (x - 2v)/(x - v).

The local activation energy is kTw = φ0 - s²/kT, the same as the dominant barrier φ_d. Setting q = p gives

x - 2v = px - pv, or (1 - p)x = (2 - p)v.

Restoring the energies,

kT_p = s²(2 - p)/[φ0(1 - p)], for 0 < p < 1.

This has the form demanded by dimensions. For p = 1/4,

kT* = 7s²/(3φ0) = 7 × 0.0016/(3 × 0.20) eV = 0.01867 eV,

so T* = 216.6 K. With the full Fermi average the point moves to 211.6 K, still inside the window.

Nothing singles out one quarter. In the exponential approximation the flat point for p = 1/3 is at 232.1 K, and for p = 1/2 at 278.5 K. Both also lie between 150 and 300 K. The corresponding fits to the full Fermi average have R² = 0.99984 and 0.99927. Among the four exponents compared, 1/4 does best in this window, but the residuals for 1/4 and 1/3 are only 1.0% and 1.6%. Systematic errors of a few per cent could hide the difference.

If s tends to zero at fixed φ0, T_p tends to zero, and a fixed window sees ordinary Arrhenius behaviour. For the opposite limit, compare the dominant barrier at T* with the width of the distribution:

φ_d = φ0 - 3φ0/7 = 4φ0/7, φ_d/s = 4φ0/(7s).

The exponential approximation needs this ratio to be well above one. Here it is 2.9. For s comparable with φ0, many important barriers reach the Fermi level, and the formula for T_p can no longer be trusted.

**How straight is straight**

Zero curvature at one point does not yet explain a high R² over a factor of two in temperature. For that, find the first departure from the tangent. With p = 1/4, put a = φ0/k and b = (s/k)², so that

y = -au⁴ + bu⁸/2,
y' = -4au³ + 4bu⁷,
y'' = -12au² + 28bu⁶,
y''' = -24au + 168bu⁵.

At u* = T*^(-1/4), the condition y'' = 0 gives bu*⁴ = 3a/7. Inserting it, and using x* = au*⁴,

y' = -4au*³ + (12/7)au*³ = -(16/7)x*/u*,
y''' = -24au* + 72au* = 48x*/u*³.

The first departure from the tangent is y'''(δu)³/6 = 8x*(δu/u*)³. It is cubic, so it has opposite signs on the two sides, and a fitted line can absorb part of it by a small change of slope.

Sample uniformly in u, with δu = εu*t and t between -1 and 1. Averages over t are ⟨t²⟩ = 1/3, ⟨t⁴⟩ = 1/5 and ⟨t⁶⟩ = 1/7. The straight line closest to t³ has slope ⟨t⁴⟩/⟨t²⟩ = 3/5, leaving the mean square

⟨(t³ - 3t/5)²⟩ = 1/7 - (1/5)²/(1/3) = 4/175.

The residual variance is thus 64x*²ε⁶ × 4/175. The total variance, to leading order, is (16x*ε/7)²/3. Their ratio is

1 - R² ≈ 0.84ε⁴.

The barrier parameters have cancelled. A narrow window centred on the flat point gives a high R² for any Gaussian film within the range of the approximation.

For a twofold temperature range, u changes by the factor 2^(1/4), so

ε = (2^(1/4) - 1)/(2^(1/4) + 1) = 0.0864,

and the estimate is 1 - R² ≈ 4.7 × 10⁻⁵. The synthetic data give 6.0 × 10⁻⁵. The difference comes mainly from the small number of points. With sixteen, the ends of the window, where the misfit is large, count for more; densely spaced temperatures over the same window give 4.5 × 10⁻⁵. The estimate also neglects higher orders in ε, the Fermi correction, the equal spacing in T and the off-centre window. Here these effects largely cancel, but they are not separately small. For dense points uniform in u, moving from the centred window to 150-300 K raises the exponential-weight value from 5.3 × 10⁻⁵ to 1.0 × 10⁻⁴, and the Fermi correction lowers it again to 5.1 × 10⁻⁵. The close agreement is partly accidental; in this window the estimate should be trusted to about a factor of two.

The tangent slope also explains the false hopping parameters. Equating it to -T0^(1/4) gives

T0 = T*(16x*/7)⁴.

Here x* = 0.20/0.01867 = 10.71, so 16x*/7 = 24.49 and T0 = 7.79 × 10⁷ K. Inserting the same ratio in Mott's results,

R/ξ = 6x*/7 = 9.18,
W = 4kT*x*/7 = 4φ0/7 = 0.114 eV.

The supposed hop energy equals the dominant barrier because both are the local activation energy of tangent curves. The check R > ξ is passed whenever x* > 7/6, so it cannot reject this counter-example.

**What a better analysis reveals**

The local exponent exposes the difference that R² conceals. For the full average q is -0.36 at 150 K and 0.57 at 300 K. Hopping with a constant prefactor would give 0.25 at both. A negative q means that w increases on heating, which that hopping law does not allow.

The exponential approximation gives -0.62 at 150 K, noticeably different from -0.36, although its conductivity is wrong by just 5%. The local exponent contains a second derivative and is sensitive to small smooth corrections. It is also sensitive to noise. Taking q from three neighbouring points that lie closer together makes this worse, because their second difference is divided by the square of a smaller spacing. What helps is precise data and a smooth fit through many points over a sufficient range.

A wider range helps as well. From 150 to 600 K the fit against T^(-1/4) still has R² = 0.997, but the root-mean-square residual has grown from 0.010 to 0.107. The second number is the informative one: a misfit of some 11% in conductivity, smooth in temperature, is a failure of the law even when R² looks high.

The prefactor needs care. If hopping has a prefactor T^m, then w = m + p(T0/T)^p, and

q = p²(T0/T)^p/w.

This equals p when m = 0, and otherwise varies with temperature. A departure of q from 1/4 therefore rejects the T^(-1/4) hopping law with a constant prefactor, but not every hopping law. A negative q in a conductivity that rises on heating says more: there w > 0, and the formula makes q positive for every power-law prefactor.

Extension to low temperature has its own trap. The formula -x + v/2 has w = 0 at kT = s²/φ0, here 92.8 K, and below that it predicts a conductivity rising on cooling. This minimum is false. It comes from giving barriers below the Fermi level the weight exp(-φ/kT), which grows without limit, whereas f(φ) cannot exceed one. For the full average,

∂f/∂T = [φ/(kT²)] f(1 - f).

This is odd in φ, and for φ0 > 0 the Gaussian gives more weight to +φ than to -φ. The average conductivity therefore rises with temperature at every T. As T tends to zero it approaches σ_b times the fraction of channels with φ < 0.

**Can a perfect T^(-1/4) law prove hopping?**

A Gaussian film imitates the law over a limited range. Other barrier distributions can do more. Put β = 1/kT and let a channel's barrier be the sum of independent positive steps. Let the number of steps with height between h and h + dh be Poisson distributed with mean ν(h)dh. Each such interval multiplies the average of exp(-βφ) by exp[-ν(h)(1 - e^(-βh))dh], so

⟨exp(-βφ)⟩ = exp[-∫_0^∞ ν(h)(1 - e^(-βh)) dh].

Choose ν(h) = Ah^(-5/4), with A > 0. Integrating by parts, with vanishing boundary terms,

∫_0^∞ h^(-5/4)(1 - e^(-βh)) dh = 4β ∫_0^∞ h^(-1/4)e^(-βh) dh = 4Γ(3/4)β^(1/4).

The average is exp[-4AΓ(3/4)β^(1/4)], a T^(-1/4) law at all temperatures for which the exponential channel weight applies. The distribution is special, and nothing here suggests that a real film has it. It shows that the temperature dependence of conductivity alone, even if perfectly of Mott's form, does not identify the mechanism. That takes evidence of another kind, such as an independent determination of N and ξ that predicts T0.

**Where the Gaussian imitation stops**

The term v/2 came from channels that conduct independently. In a connected three-dimensional network, a current that finds an easy bond must continue through its neighbours, and the same barriers give another law.

Consider a cubic lattice whose bonds have conductances ḡ + δ, with independent fluctuations δ of zero mean. Let the average voltage per bond along the field be V. An excess δ drives an extra current δV through its bond, which the lattice must return. To find the resistance between neighbouring nodes of the uniform lattice, inject a current I at one node: by symmetry I/6 enters each of its six bonds. Extracting I at the neighbour adds I/6 in the shared bond. The bond carries I/3, so the resistance is 1/(3ḡ), and the voltage on the fluctuating bond changes by -δV/(3ḡ). To second order the mean current is

ḡV - ⟨δ²⟩V/(3ḡ).

Responses to other bonds drop out because their fluctuations are independent of δ. For bond conductances proportional to exp(-φ/kT), ln ḡ = -x + v/2, and ⟨δ²⟩/ḡ² = e^v - 1 ≈ v. Thus, for weak disorder,

ln(σ/σ_b) ≈ -x + v/2 - v/3 = -x + v/6.

Direct solution of networks with 14³ nodes at s/kT = 0.70 gives a shift of 0.088. The formula gives v/6 = 0.082, while parallel channels would give v/2 = 0.245. The six samples used leave a sampling error of about 0.006, and the value is not converged. Periodic networks give 0.079 for 14³ nodes and 0.076 for 24³ nodes, each within about 0.002, which is some 0.01 lower and slightly below v/6. The comparison clearly rules out v/2 but is not a fine test of the factor 1/6.

The example itself has stronger disorder, so its networks were solved directly, with bond conductances proportional to f(φ). For three samples of 14³ nodes at five temperatures between 150 and 300 K, the Arrhenius plot has R² = 0.99999 and an activation energy of 0.182 eV. Other samples, periodic boundaries and 22³ nodes raise this energy by about 0.002 eV and leave the R² values practically unchanged. The plot against T^(-1/4) has R² = 0.9944. The imitation has disappeared, although the barrier distribution is the same.

The reason can be seen at T*. In parallel conduction about half of the current passes through barriers below 0.114 eV, although these are only a fraction 0.016 of all. In a cubic network, at most 6 × 5^(n-1) paths of n bonds leave a node without using any bond twice. The n bonds of such a path are all different, so their barriers are independent. The expected number made entirely of such easy bonds is at most 6 × 5^(n-1) × 0.016^n, which shrinks by a factor 0.08 with each added bond. Easy bonds therefore do not join across a large sample, and the current must also cross higher barriers.

Gaussian-barrier transport can thus imitate variable-range hopping when low-barrier paths conduct in parallel and the window lies near T*. A Gaussian distribution of barriers is not sufficient by itself; the way in which the barriers are connected matters too. The main values quoted here are collected in the numerical output.

Calculated quantities

```
mean barrier = 0.200 eV; barrier width = 0.040 eV
Boltzmann constant = 8.617333e-05 eV/K
zero-curvature temperature, p=1/4: 216.62 K
zero-curvature temperature, p=1/3: 232.09 K
zero-curvature temperature, p=1/2: 278.51 K
same for full Fermi average, p=1/4: 211.62 K
x at T* = 10.7143 (dimensionless)
thermal energy at T* = 0.018667 eV
dominant barrier at T* = 0.11429 eV
fraction of channels below it = 0.01606
false minimum of Boltzmann law = 92.84 K
apparent T0 from tangent = 7.7917e+07 K
apparent T0 from full-data fit = 7.4034e+07 K
assumed localization length = 1.00 nm
false density of states = 2.6969e+24 1/(eV m^3)
false hop length at T* = 9.184 nm
false hop energy at T* = 0.11429 eV
data window = 150 to 300 K; points = 16
T=150 K: ln ratio full=-10.7358, Boltzmann=-10.6846 (dimensionless)
T=200 K: ln ratio full=-8.9294, Boltzmann=-8.9112 (dimensionless)
T=250 K: ln ratio full=-7.5735, Boltzmann=-7.5599 (dimensionless)
T=300 K: ln ratio full=-6.5536, Boltzmann=-6.5393 (dimensionless)
fit p=0.2500: R^2=0.999940, rms ln residual=0.00991
fit p=0.3333: R^2=0.999844, rms ln residual=0.01603
fit p=0.5000: R^2=0.999267, rms ln residual=0.03471
fit p=1.0000: R^2=0.994494, rms ln residual=0.09511
largest ln residual, p=1/4 = 0.02436
local exponent at 150 K = -0.3616
local exponent at 300 K = 0.5689
wide window = 150 to 600 K; points = 46
wide p=1/4 fit: R^2=0.997106, rms ln residual=0.10736
relative half-width for twofold T range = 0.08643
leading estimate of 1-R^2 = 4.687e-05
network nodes = 14^3; weak-disorder S/KT = 0.70
weak network log shift = 0.0884; v/6 = 0.0817
parallel-channel log shift v/2 = 0.2450
network Arrhenius fit: R^2 = 0.999987
network T^(-1/4) fit: R^2 = 0.994433
network activation energy = 0.18213 eV
```
